# Why nonadditive exchange-correlation can dominate interaction errors in wavefunction-in-DFT embedding

**Q:** I treat the interesting part of a system with a correlated wavefunction and the rest with density functional theory. When the energy is wrong, what exactly is wrong? Please start with what is being calculated.

**A:** Start with one Kohn-Sham calculation on the whole closed-shell system. Localize its occupied orbitals and assign each to the active part A or the environment B. The orbitals stay orthogonal, so the spin-summed density matrix is a plain sum, $\gamma=\gamma_A+\gamma_B$. The kinetic energy is linear in $\gamma$, so it also splits into a sum, and no nonadditive kinetic functional is needed.

In atomic units the Kohn-Sham energy is

$$E_{KS}[\gamma]=\mathrm{tr}\,h\gamma+U[\gamma]+E_{xc}[\gamma]+V_{nn},\qquad U[\gamma]=\tfrac12\mathrm{tr}\,\gamma J[\gamma].$$

Here $h$ contains the kinetic energy and the attraction of all nuclei, $J$ is the Coulomb potential matrix, and $V_{nn}$ is the nuclear repulsion. I take $E_{xc}$ to be semilocal: it depends on the density and its gradient at each point.

Now the electrons of A get a wavefunction $\Psi_A$, built only from orbitals orthogonal to those of B. This constraint is the limit of an infinitely large projector shift on B. Let $H_A$ be the Hamiltonian of the A electrons, with $h$ and their mutual repulsion, and define

$$W_A[v]=\min_{\Psi_A}\left(\langle\Psi_A|H_A|\Psi_A\rangle+\mathrm{tr}\,D_Av\right),$$

where $D_A$ is the density matrix of $\Psi_A$. The embedding energy is

$$E_{emb}=E_{KS}[\gamma]-\left(\mathrm{tr}\,h\gamma_A+U[\gamma_A]+E_{xc}[\gamma_A]\right)+W_A[v]-\mathrm{tr}\,\gamma_Av.$$

The bracket removes the DFT energy of A. The last two terms insert its wavefunction energy, together with the response of the A-B interaction to the density change $D_A-\gamma_A$.

**Q:** Where does the potential $v$ come from?

**A:** It is the derivative, with respect to $\gamma_A$ at fixed $\gamma_B$, of everything in $E_{KS}[\gamma]$ that is not the energy of A alone. The derivative of the total is $h+J[\gamma]+v_{xc}[\gamma]$; that of A alone is $h+J[\gamma_A]+v_{xc}[\gamma_A]$. Since $J$ is linear, their difference is

$$v=J[\gamma_B]+v_{xc}[\gamma]-v_{xc}[\gamma_A].$$

**Q:** To speak of an error you need a reference that splits in the same way. How do you split a correlated energy of the whole?

**A:** Measure it from the determinant of the Kohn-Sham orbitals, whose energy is

$$E_{det}=\mathrm{tr}\,h\gamma+U[\gamma]+E_x[\gamma]+V_{nn},\qquad E_x[\gamma]=-\tfrac14\mathrm{tr}\,\gamma K[\gamma].$$

This $E_x$ is exact exchange, and $K$ is the exchange matrix. Inserting $\gamma_A+\gamma_B$ gives two equal cross terms, so the nonadditive exchange is $E_x^{nad}=-\tfrac12\mathrm{tr}\,\gamma_AK[\gamma_B]$.

Next, freeze B as a determinant and let A correlate and relax. Because A is built from orbitals orthogonal to B, its electrons feel B through the one-body potential $v_{ex}=J[\gamma_B]-\tfrac12K[\gamma_B]$. For any potential $u$, define the gain of A over its own determinant:

$$\varepsilon_A[u]=W_A[u]-\mathrm{tr}\,\gamma_Au-\left(\mathrm{tr}\,h\gamma_A+U[\gamma_A]+E_x[\gamma_A]\right).$$

Then $e_A=\varepsilon_A[v_{ex}]$ is the energy gained by the whole system when A alone is improved. Exchanging the roles gives $e_B$. The remainder $e_{AB}$ is defined by

$$E_{ref}=E_{det}+e_A+e_B+e_{AB}.$$

It contains correlation between A and B, and any coupling between their relaxations. The division depends on the orbitals and on how they are localized; it is a definition, not a measurable partition.

**Q:** Then subtract the two energies for me, without skipping.

**A:** Two differences are needed first. From the bilinear form of $U$,

$$U[\gamma]-U[\gamma_A]=U[\gamma_B]+\mathrm{tr}\,\gamma_AJ[\gamma_B].$$

From the definition $E_{xc}^{nad}=E_{xc}[\gamma]-E_{xc}[\gamma_A]-E_{xc}[\gamma_B]$,

$$E_{xc}[\gamma]-E_{xc}[\gamma_A]=E_{xc}[\gamma_B]+E_{xc}^{nad}.$$

The definition of $\varepsilon_A$ turns the wavefunction terms into

$$W_A[v]-\mathrm{tr}\,\gamma_Av=\mathrm{tr}\,h\gamma_A+U[\gamma_A]+E_x[\gamma_A]+\varepsilon_A[v].$$

Insert all three into $E_{emb}$. The one-electron terms add up to $\mathrm{tr}\,h\gamma$ and the Coulomb terms to $U[\gamma]$:

$$E_{emb}=\mathrm{tr}\,h\gamma+U[\gamma]+V_{nn}+E_x[\gamma_A]+E_{xc}[\gamma_B]+E_{xc}^{nad}+\varepsilon_A[v].$$

Written out in the same way, the reference is

$$E_{ref}=\mathrm{tr}\,h\gamma+U[\gamma]+V_{nn}+E_x[\gamma_A]+E_x[\gamma_B]+E_x^{nad}+e_A+e_B+e_{AB}.$$

The first four terms cancel. What remains is

$$E_{emb}-E_{ref}=\Delta_{pot}+\Delta_{env}+\Delta_{nad},$$

$$\Delta_{pot}=\varepsilon_A[v]-e_A,$$

$$\Delta_{env}=E_{xc}[\gamma_B]-E_x[\gamma_B]-e_B,$$

$$\Delta_{nad}=E_{xc}^{nad}-E_x^{nad}-e_{AB}.$$

This is an identity. It does not say which part is largest.

**Q:** My instinct is to blame the embedding potential, since it enters the wavefunction calculation directly.

**A:** The variational principle limits that blame. Let $\delta v=v-v_{ex}$, and let $\Psi_v$ and $\Psi_{ex}$ be the minimizing wavefunctions in the two potentials, with density matrices $D_v$ and $D_{ex}$. Using $\Psi_{ex}$ as a trial function in the potential $v$ cannot give less than the minimum, so

$$\varepsilon_A[v]\le e_A+\mathrm{tr}(D_{ex}-\gamma_A)\delta v.$$

Using $\Psi_v$ as a trial function in $v_{ex}$ gives

$$e_A\le\varepsilon_A[v]-\mathrm{tr}(D_v-\gamma_A)\delta v.$$

Together,

$$\mathrm{tr}(D_v-\gamma_A)\delta v\le\Delta_{pot}\le\mathrm{tr}(D_{ex}-\gamma_A)\delta v.$$

The error of the potential is multiplied by a change of density, not by the density itself. A constant error, for instance, has no effect, because $D$ and $\gamma_A$ hold the same number of electrons.

The nonadditive energy has no such protection. Suppose the A-B interaction functional has an error $\delta E[\gamma_A]$ at fixed B. To first order in this error, it contributes

$$\delta E[\gamma_A]+\mathrm{tr}(D_A-\gamma_A)\frac{\partial\,\delta E}{\partial\gamma_A}.$$

The first term is the value of the error and belongs to $\Delta_{nad}$. The second is its slope times a density change and belongs to $\Delta_{pot}$. If the Kohn-Sham density of A is already good, the second term tends to be the smaller. This expectation can fail if A changes strongly on correlation, or if $\delta E[\gamma_A]$ happens to lie near zero.

**Q:** That leaves the environment. It is treated entirely by DFT, so surely its error is large.

**A:** In absolute energies it can be the largest of the three. But you normally use energy differences. Take the association A + B → A···B. The separated reactants are A with its wavefunction and B with DFT, so their error is that of the isolated environment, $\Delta_{env}^0=E_{KS}(B)-E_{WF}(B)$. The error of the interaction energy is therefore

$$\delta E_{int}=\Delta_{pot}+\left(\Delta_{env}-\Delta_{env}^0\right)+\Delta_{nad}.$$

If B is nearly the same before and after, the bracket is small. The nonadditive part has no counterpart in the separated fragments and survives in full.

For a reaction inside A, with B in contact throughout, the situation differs. Then

$$\delta E_{reac}=\delta\Delta_{pot}+\delta\Delta_{env}+\delta\Delta_{nad},$$

where each $\delta$ denotes product minus reactant. Now $\Delta_{nad}$ enters only through its change and can cancel as well. The identity gives no general ranking here, and the example below does not cover this case.

**Q:** Show me numbers for a case where every piece can be calculated.

**A:** Take two parallel H₂ molecules side by side, each with a bond length of 1.4 bohr; one is A and the other B. The basis is aug-cc-pVDZ, and isolated molecules are calculated in the full basis of the pair. Each two-electron problem is solved by full configuration interaction (full CI) in this basis. The four-electron reference is CCSD(T), which includes triple excitations only perturbatively.

At a separation of 6.5 bohr with the BLYP functional, the absolute parts in microhartree (µHa) are

$$\Delta_{pot}=18.3,\quad\Delta_{env}=2172.9,\quad\Delta_{nad}=254.9.$$

So the environment dominates the absolute error of about 2446 µHa. The isolated environment, however, already has an error of 2164.8 µHa. In the interaction energy the sum becomes

$$18.3+(2172.9-2164.8)+254.9\approx281\ \text{µHa}.$$

The nonadditive part supplies about 91% of it. In molar units the total is 739 J/mol and the nonadditive part 669 J/mol. These values are not converged with the basis. In aug-cc-pVTZ on a finer grid, with the reference estimated by an MP2 basis correction, $\Delta_{pot}$ is about 2 µHa, $\Delta_{env}$ about 3060 µHa, its change about 9 µHa and $\Delta_{nad}$ about 335 µHa. The total is then about 345 µHa, of which the nonadditive part supplies 97%. The rankings survive; the digits do not.

The bounds place $\Delta_{pot}$ between 15.4 and 21.0 µHa. They are traces of the potential error with a density change, so they confirm its size without subtracting large total energies.

The other cases are as follows, all in µHa:

| Case | $\Delta_{pot}$ | Change of $\Delta_{env}$ | $\Delta_{nad}$ | Total |
|---|---:|---:|---:|---:|
| BLYP, 5.0 bohr | 91.0 | 29.6 | 338.8 | 459.4 |
| BLYP, 8.0 bohr | −3.2 | 0.2 | 125.1 | 122.1 |
| PBE, 6.5 bohr | 35.4 | 17.0 | −149.6 | −97.2 |

The tests confirm both rankings in all four cases: environment first in absolute energies, nonadditive part first in interaction energies.

**Q:** Is 281 µHa worth worrying about?

**A:** For this weak contact, yes. In this basis the reference interaction at 6.5 bohr is −13.5 µHa, a slight attraction. BLYP embedding gives $-13.5+281.4\approx268$ µHa, a repulsion. PBE embedding gives $-13.5-97.2\approx-111$ µHa, an attraction about eight times as strong as the reference. So small a reference energy depends strongly on method and basis: full CI in the same basis gives −16.7 µHa, and an MP2 basis correction to aug-cc-pVTZ gives about −40 to −47 µHa. The factor of eight should therefore not be carried beyond the present basis. The sign of the error depends on the functional.

**Q:** Did the wavefunction on A at least improve on plain DFT?

**A:** In the absolute energy, yes, in these cases; in the interaction energy, not consistently. The decomposition explains why. In plain DFT, A has an environment-type error of its own,

$$\Delta_{env}^{(A)}=E_{xc}[\gamma_A]-E_x[\gamma_A]-e_A.$$

Writing $E_{KS}$ with all its exchange-correlation pieces and subtracting $E_{ref}$ gives

$$E_{KS}-E_{ref}=\Delta_{env}^{(A)}+\Delta_{env}+\Delta_{nad}.$$

Embedding replaces $\Delta_{env}^{(A)}$ by $\Delta_{pot}$ and leaves $\Delta_{nad}$ in place. Our two molecules are mirror images, so the plain DFT interaction error is $\Delta_{nad}$ plus twice the change of $\Delta_{env}$. For BLYP at 6.5 bohr this is $254.9+2\times8.2\approx271$ µHa, as calculated directly. Embedding gives 281 µHa. The order of these two is not stable: in aug-cc-pVTZ the embedding error lies about 6 µHa below that of plain DFT, both near 350 µHa. A better wavefunction on A cannot repair an energy assigned to the contact between A and B.

**Q:** I assume that energy is missing dispersion. Semilocal functionals do not have it.

**A:** That is part of the story, but not the main part here. At large separation the leading coupling between two neutral, nonpolar molecules that produces dispersion is between fluctuating dipoles. It falls as $R^{-3}$, and its effect on the energy first appears at second order, so

$$e_{AB}^{disp}\propto(R^{-3})^2=R^{-6}.$$

This is the dispersion part of $e_{AB}$. Coupled changes of the two charge distributions, such as changes of their quadrupoles, can add a term with another power.

Between 6.5 and 8.0 bohr, the calculated $e_{AB}$ goes from −146.5 to −40.5 µHa, an effective power of −6.19. A semilocal nonadditive energy, in contrast, needs a region where both densities are appreciable. Where one of them vanishes, the integrand of the whole equals that of the other part alone and cancels. Molecular densities decay exponentially, and so does this overlap contribution; it cannot follow a power law to large $R$.

To see what happens at the distances of the example, split the error:

$$\Delta_{nad}=\left(E_{x,DFT}^{nad}-E_x^{nad}\right)+\left(E_{c,DFT}^{nad}-e_{AB}\right).$$

For BLYP at 6.5 bohr this reads $312.1-57.2=254.9$ µHa. The exchange error is the larger one. The correlation error is negative, which means that the functional's nonadditive correlation is too attractive, not absent: it amounts to $-57.2-146.5\approx-204$ µHa. At 8.0 bohr it has fallen to $15.3-40.5\approx-25$ µHa, which is now too weak. The exchange error there is still 109.8 µHa.

For PBE at 6.5 bohr the signs are reversed. Its exchange error is −235.8 µHa and its correlation error +86.1 µHa. Thus the net $\Delta_{nad}$ in these cases contains different amounts of cancellation, and a small value for another functional would not by itself show that both components are good.

**Q:** Can I replace the faulty term by MP2 without treating the whole system at the higher level?

**A:** Yes, if exact nonadditive exchange is inserted along with it. Build the Hartree-Fock-type matrix $F=h+J[\gamma]-\tfrac12K[\gamma]$ from the Kohn-Sham density. Localized occupied orbitals $i,j$ generally do not diagonalize its occupied block, so first rotate them by an orthogonal matrix $R$ to orbitals $k,l$ that do, with energies $\epsilon_k$. Diagonalize the virtual block too, with orbitals $a,b$. The first-order amplitude is the coupling integral divided by the zeroth-order energy difference:

$$T_{kl}^{ab}=\frac{(ka|lb)}{\epsilon_k+\epsilon_l-\epsilon_a-\epsilon_b}.$$

The denominator is negative when the occupied levels lie below the virtual ones. Rotate back to the localized orbitals:

$$T_{ij}^{ab}=\sum_{kl}R_{ik}R_{jl}T_{kl}^{ab}.$$

Opposite-spin pairs contribute $(ia|jb)T_{ij}^{ab}$. The two same-spin combinations together contribute $(ia|jb)(T_{ij}^{ab}-T_{ij}^{ba})$, where the second term comes from antisymmetry. Their sum is

$$e_{ij}=\sum_{ab}(ia|jb)\left(2T_{ij}^{ab}-T_{ij}^{ba}\right).$$

The total sums over ordered pairs, so one orbital in A and one in B appear twice:

$$e_{AB}^{MP2}=\sum_{i\in A,\,j\in B}(e_{ij}+e_{ji}).$$

Pairs within A or within B are left out, because their correlation is already counted elsewhere. Since the orbitals are not Hartree-Fock orbitals, $F$ also couples occupied to virtual orbitals. The resulting single excitations are not included in this pair energy.

The replacement $E_{xc}^{nad}\to E_x^{nad}+e_{AB}^{MP2}$ changes the nonadditive error to

$$\Delta_{nad}'=E_x^{nad}+e_{AB}^{MP2}-E_x^{nad}-e_{AB}=e_{AB}^{MP2}-e_{AB}.$$

I leave the embedding potential unchanged, so $\Delta_{pot}$ and $\Delta_{env}$ stay as they were.

**Q:** And does it work?

**A:** It improves every case calculated, but by different amounts. For BLYP at 6.5 bohr the MP2 pair energy is −135.0 µHa against $e_{AB}=-146.5$ µHa, or 92% of it. The nonadditive error drops from 254.9 to 11.5 µHa, and the total becomes

$$18.3+8.2+11.5=38.0\ \text{µHa}.$$

That is a large reduction from 281 µHa, yet the remaining error still exceeds the reference interaction in this basis: the corrected energy is $-13.5+38.0\approx25$ µHa, a repulsion instead of a slight attraction. This sign belongs to the basis: in aug-cc-pVTZ the corrected energy is about −18 µHa, an attraction, against an estimated reference of −40 to −47 µHa.

At 5.0 bohr the BLYP error drops from 459 to 168 µHa. Of this remainder, 91 µHa is $\Delta_{pot}$, so in this basis the potential is now the largest part; since $\Delta_{pot}$ at 6.5 bohr falls from 18 to about 2 µHa in aug-cc-pVTZ, this ranking may not survive a larger basis. For PBE at 6.5 bohr the magnitude drops only from 97 to 65 µHa. Its negative nonadditive error had outweighed two positive ones; removing it exposes them, and the total changes sign.

At 8.0 bohr the remaining BLYP error is 0.7 µHa, but this comes from cancellation: $-3.2+0.2+3.7$. It should not be read as submicrohartree accuracy.

**Q:** Could I keep the DFT exchange and replace only the correlation? That would be simpler.

**A:** The exchange error then stays. For BLYP at 6.5 bohr the total rises from 281 to 350 µHa, because the DFT correlation error had offset part of the exchange error. At 5.0 bohr it rises from 459 to 1079 µHa, and for PBE its magnitude rises from 97 to 171 µHa. At 8.0 bohr the two BLYP errors have the same sign, and the total drops slightly, from 122 to 111 µHa. Exact exchange is thus an essential part of the repair in this example.

**Q:** How far may I carry these conclusions to my own system?

**A:** The bounds hold for the stated construction when the wavefunction of A is variationally exact in the chosen basis. The identity holds for any total reference because $e_{AB}$ is a remainder, but with an approximate reference that remainder absorbs the reference error. Here CCSD(T) differs from full CI by 1.5 µHa at 5.0 bohr in a smaller check basis. That basis has no diffuse functions; with them, the difference at this short distance can be several times larger. Refining the integration grid changes the BLYP nonadditive energy at 6.5 bohr by 1.2 µHa. In aug-cc-pVDZ at 6.5 bohr, CCSD(T) lies 3.2 µHa above full CI. Differences of a few microhartree therefore carry no meaning, and at 5.0 bohr the margin is probably of order ten. The error of the finite basis comes on top and is larger than either: from aug-cc-pVDZ to aug-cc-pVTZ at 6.5 bohr, the BLYP exchange error moves from 312 to about 384 µHa and the correlation error from −57 to about −48 µHa, with the signs unchanged.

The ranking is less general. It was found for one fixed geometry type, weak contact and two functionals, one of which (PBE) was tested at 6.5 bohr only. If the partition cuts a covalent bond, $\gamma_B$ may change strongly along a reaction, and then $\Delta_{env}$ need not cancel. If A is poorly described by its Kohn-Sham density, $\Delta_{pot}$ can grow. If occupied and virtual levels come close, the MP2 denominators become small and the replacement itself becomes unreliable.

For your own system, a practical check is to vary the functional in $E_{xc}^{nad}$ alone, with orbitals and potential held fixed. The spread shows how sensitive the result is to this term, though agreement between functionals does not prove that it is right. The full set of values for the H₂ pair is in the numerical output below.

## Computed results

```
H2 bond 1.4 bohr, basis aug-cc-pvdz
check basis: STO-3G + p shell, exponent 0.7 bohr^-2
CCSD(T) - full CI, check basis, R = 5.0 bohr: 1.50 uHa
R = 5.0 bohr: reference energy -2.328371 Ha, interaction 1068.4 uHa
finite projector shift, energy change: -0.000 uHa
[BLYP, R = 5.0 bohr] all in uHa
 interaction error: embedding 459.4, plain DFT 398.0
 potential 90.95, bounds 75.25 to 105.00
 environment: pair 2157.5, isolated 2127.9, change 29.6
 nonadditive 338.8 = exchange 910.9 + correlation -572.1
 e_AB -611.8, MP2 pair -564.1, MP2 - e_AB 47.7
 total error: MP2 + exact exchange 168.2, MP2 + DFT exchange 1079.1
R = 6.5 bohr: reference energy -2.329273 Ha, interaction -13.5 uHa
finer grid, change of Exc_nad: 1.174 uHa
[BLYP, R = 6.5 bohr] all in uHa
 interaction error: embedding 281.4, plain DFT 271.2
 potential 18.33, bounds 15.36 to 20.96
 environment: pair 2172.9, isolated 2164.8, change 8.2
 nonadditive 254.9 = exchange 312.1 + correlation -57.2
 e_AB -146.5, MP2 pair -135.0, MP2 - e_AB 11.5
 total error: MP2 + exact exchange 38.0, MP2 + DFT exchange 350.1
[PBE, R = 6.5 bohr] all in uHa
 interaction error: embedding -97.2, plain DFT -115.6
 potential 35.42, bounds 29.36 to 40.66
 environment: pair 4210.2, isolated 4193.2, change 17.0
 nonadditive -149.6 = exchange -235.8 + correlation 86.1
 e_AB -147.1, MP2 pair -134.9, MP2 - e_AB 12.2
 total error: MP2 + exact exchange 64.6, MP2 + DFT exchange -171.1
R = 8.0 bohr: reference energy -2.329251 Ha, interaction -23.9 uHa
[BLYP, R = 8.0 bohr] all in uHa
 interaction error: embedding 122.1, plain DFT 125.5
 potential -3.22, bounds -3.61 to -2.86
 environment: pair 2153.4, isolated 2153.3, change 0.2
 nonadditive 125.1 = exchange 109.8 + correlation 15.3
 e_AB -40.5, MP2 pair -36.8, MP2 - e_AB 3.7
 total error: MP2 + exact exchange 0.7, MP2 + DFT exchange 110.5
power of R in e_AB between 6.5 and 8.0 bohr: -6.19
BLYP, 6.5 bohr: embedding error 739 J/mol, nonadditive part 669 J/mol
```
